# Linear-parabolic oxide growth from a slow-diffusion layer near the interface: verification in Python

```python
# RESULT UNDER TEST
# Oxide of thickness X, distance z from the growing interface, oxidant
# diffusivity D(z) -> D_b far away, rho = D_b/D, infinitely fast reaction:
#   B t = 2 * integral_0^X (X - z) rho(z) dz,   B = 2 D_b C_star / N,
# which becomes X^2 + A X = B t + M with
#   A = 2 * integral (rho - 1) dz,  M = 2 * integral z (rho - 1) dz.
# Step layer (width L, diffusivity D_b/r): A = 2(r-1)L, M = (r-1)L^2,
# exact for X >= L; below L the growth is parabolic, X^2 = B t / r.
# C_star: oxidant concentration at the outer surface; N: oxidant molecules
# used per volume of oxide; k: interface rate constant.
# Lengths in nm, times in s; concentrations are scaled by C_star.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded

D_b, r, L = 5.0e5, 50.0, 1.0
C_star, N = 5.0e16, 2.0e22
eps = C_star / N
T0, E_B = 1300.0, 1.2
kB = constants.k / constants.e


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


def steady(z, D, k=np.inf):
    """Solve (D c')' = 0 by finite differences; c = 1 at the outer surface.
    Returns the flux into the interface and the concentrations."""
    g = D(0.5 * (z[1:] + z[:-1])) / np.diff(z)
    n = len(z)
    ab = np.zeros((3, n))
    rhs = np.zeros(n)
    ab[1, 1:-1] = g[:-1] + g[1:]
    ab[0, 2:] = -g[1:]
    ab[2, :-2] = -g[:-1]
    if np.isinf(k):
        ab[1, 0] = 1.0
    else:
        ab[1, 0] = k + g[0]
        ab[0, 1] = -g[0]
    ab[1, -1] = 1.0
    rhs[-1] = 1.0
    c = solve_banded((1, 1), ab, rhs)
    return g[0] * (c[1] - c[0]), c


def mesh(X, cut):
    """Uniform pieces with a node exactly at the diffusivity jump."""
    if X <= cut:
        return np.linspace(0.0, X, 41)
    return np.r_[np.linspace(0.0, cut, 41), np.linspace(cut, X, 41)[1:]]


def stretched(X, n=800):
    return X * (np.arange(n + 1) / n) ** 3


def D_step(z):
    return np.where(z < L, D_b / r, D_b)


def D_uniform(z):
    return D_b + 0.0 * z


def D_exp(z):
    return D_b / (1.0 + (r - 1.0) * np.exp(-z / L))


def rate_step(X, k=np.inf):
    return eps * steady(mesh(X, L), D_step, k)[0]


def rate_exp(X):
    return eps * steady(stretched(X), D_exp)[0]


gl_x, gl_w = np.polynomial.legendre.leggauss(16)


def growth_time(X, rate):
    """Integrate dX/rate from zero thickness, panel by panel."""
    edges = [0.0] + [e for e in (L, 3 * L, 10 * L, 40 * L) if e < X] + [X]
    total = 0.0
    for a, b in zip(edges[:-1], edges[1:]):
        nodes = 0.5 * (b - a) * gl_x + 0.5 * (a + b)
        total += 0.5 * (b - a) * sum(
            w / rate(x) for w, x in zip(gl_w, nodes))
    return total


# Derived constants of the step layer
B = 2 * D_b * eps
A = 2 * (r - 1) * L
M = (r - 1) * L**2
tau = M / B
t_L = r * L**2 / B
k_eff = 2 * D_b / A


def intercept(A_, M_):
    return 0.5 * (-A_ + np.sqrt(A_**2 + 4 * M_))


# Straight line through reciprocal numerical rates gives A and B
Xs = np.array([1.5, 5.0, 20.0, 100.0, 400.0])
slope, const = np.polyfit(Xs, [1 / rate_step(x) for x in Xs], 1)
B_fit, A_fit = 2 / slope, 2 * const / slope
assert close(B_fit, B, 1e-6) and close(A_fit, A, 1e-6)

# Time law above and below the layer width, and the extrapolated thickness
for x in (1.0, 2.0, 10.0, 100.0, 500.0):
    assert close(B * growth_time(x, rate_step), x**2 + A * x - M, 1e-7)
for x in (0.2, 0.5):
    assert close(B * growth_time(x, rate_step), r * x**2, 1e-7)
assert close(growth_time(L, rate_step), t_L, 1e-7)
M_fit = 100.0**2 + A_fit * 100.0 - B_fit * growth_time(100.0, rate_step)
X_i = intercept(A, M)
assert close(intercept(A_fit, M_fit), X_i, 1e-3)

# Smooth profile with the same A: complete law at finite X, then moments


def exp_law(X, ratio, ell):
    q = np.exp(-X / ell)
    zeroth = (ratio - 1) * ell * (1 - q)
    first = (ratio - 1) * ell**2 * (1 - (1 + X / ell) * q)
    return X**2 + 2 * X * zeroth - 2 * first


for x in (0.7, 3.0, 30.0):
    assert close(B * growth_time(x, rate_exp), exp_law(x, r, L), 3e-4)
M_exp = 2 * (r - 1) * L**2
M_exp_num = 30.0**2 + A * 30.0 - B * growth_time(30.0, rate_exp)
assert close(M_exp_num, M_exp, 1e-2)
X_i_exp = intercept(A, M_exp)

# Reaction-limited twin: uniform diffusivity and finite rate constant


def rate_twin(X):
    return eps * steady(mesh(X, L), D_uniform, k_eff)[0]


for x in (1.0, 5.0, 50.0, 500.0):
    assert close(rate_twin(x), rate_step(x), 1e-8)
assert rate_step(0.2) > 2 * rate_twin(0.2)

# The same layer placed at the outer surface gives the same rate
X_ref = 10.0
z_out = np.r_[np.linspace(0, X_ref - L, 41),
              np.linspace(X_ref - L, X_ref, 41)[1:]]
flux_out, c_out = steady(
    z_out, lambda z: np.where(z > X_ref - L, D_b / r, D_b))
assert close(eps * flux_out, rate_step(X_ref), 1e-8)
c_edge = steady(mesh(X_ref, L), D_step)[1][40]
assert close(c_edge, r * L / (X_ref - L + r * L), 1e-8)
c_edge_out = c_out[40]
c_twin = steady(mesh(X_ref, L), D_uniform, k_eff)[1][0]

# Finite reaction constant on top of the layer
k_fin = 10 * D_b / (r * L)
A_k = B / rate_step(20.0, k_fin) - 2 * 20.0
assert close(A_k, A + 2 * D_b / k_fin, 1e-7)
cap = rate_step(1e-5, k_fin)
assert close(cap, eps * k_fin, 1e-3)

# Activation energy of B/A from numerical rates at two temperatures
dE = kB * T0 * np.log(r)


def log_linear_constant(beta):
    Db_T = D_b * np.exp(-E_B * (beta - 1 / (kB * T0)))
    Di_T = Db_T * np.exp(-dE * beta)
    x1, x2 = 2.0, 12.0
    inv = [1 / (eps * steady(mesh(x, L), lambda z: np.where(
        z < L, Di_T, Db_T))[0]) for x in (x1, x2)]
    s = (inv[1] - inv[0]) / (x2 - x1)
    return -np.log(inv[0] - s * x1)


b0 = 1 / (kB * T0)
db = 1e-3 * b0
E_lin_num = -(log_linear_constant(b0 + db)
              - log_linear_constant(b0 - db)) / (2 * db)
E_lin = E_B + dE * r / (r - 1)
assert close(E_lin_num, E_lin, 1e-4)

# Failure case 1: layer width is a fixed fraction of the thickness
frac = 0.1


def B_growing(X):
    w = frac * X
    J = steady(mesh(X, w), lambda z: np.where(z < w, D_b / r, D_b))[0]
    return 2 * X * eps * J


assert close(B_growing(5.0), B_growing(500.0), 1e-8)
assert close(B_growing(5.0), B / (1 + frac * (r - 1)), 1e-8)

# Failure case 2: excess resistance with a 1/z tail
tail = 50.0


def A_local(X):
    J = steady(stretched(X),
               lambda z: D_b / (1 + tail / (1 + z / L)))[0]
    return B / (eps * J) - 2 * X


A_100, A_1000 = A_local(100.0), A_local(1000.0)
assert close(A_1000 - A_100, 2 * tail * L * np.log(1001 / 101), 5e-3)

# Full moving-boundary problem, scaled lengths (layer decay length = 1),
# D_b = 1, scaled time s = (C_star/N) t; storage and advection are kept.
r_m, X_a, X_z, n = 10.0, 0.5, 15.0, 120
xi = (np.arange(n + 1) / n) ** 2
mid = 0.5 * (xi[1:] + xi[:-1])


def excess_time(e):
    def rhs(s, y):
        c = np.concatenate(([0.0], y[:-1], [1.0]))
        X = y[-1]
        D = 1 / (1 + (r_m - 1) * np.exp(-mid * X))
        q = D * np.diff(c) / np.diff(xi)
        v = q[0] / X
        slope_c = (c[2:] - c[:-2]) / (xi[2:] - xi[:-2])
        dc = np.diff(q) / np.diff(mid) / (e * X**2)
        dc += (xi[1:-1] - 1) * v / X * slope_c
        return np.append(dc, v)

    def reached(s, y):
        return y[-1] - X_z
    reached.terminal = True
    sol = solve_ivp(rhs, (0, 1000), np.append(xi[1:-1], X_a),
                    method="BDF", events=reached, rtol=1e-6, atol=1e-8)
    assert len(sol.t_events[0]) == 1
    quasi = 0.5 * (exp_law(X_z, r_m, 1.0) - exp_law(X_a, r_m, 1.0))
    return sol.t_events[0][0] / quasi - 1


e1, e2 = 0.04, 0.02
d1, d2 = excess_time(e1), excess_time(e2)
assert 0.3 * e2 < d2 < 0.5 * e2
assert 1.8 < d1 / d2 < 2.2
assert abs(2 * d2 - d1) < 1e-3

print(f"D_b = {D_b:.3g} nm^2/s, r = {r:.0f}, L = {L:.1f} nm")
print(f"D_i = {D_b / r:.3g} nm^2/s")
print(f"C_star = {C_star:.2g} cm^-3, N = {N:.2g} cm^-3")
print(f"C_star/N = {eps:.2e}")
print(f"B = {B:.4f} nm^2/s = {B * 3600 * 1e-6:.5f} um^2/h")
print(f"A = {A:.3f} nm, A/2 = {A / 2:.3f} nm")
print(f"B/A = {B / A:.5f} nm/s = {B / A * 3.6:.5f} um/h")
print(f"A from line through numerical rates = {A_fit:.5f} nm")
print(f"B from line through numerical rates = {B_fit:.6f} nm^2/s")
print(f"M = {M:.3f} nm^2, tau = {tau:.3f} s")
print(f"time to reach X = L: {t_L:.3f} s")
print(f"extrapolated thickness at t=0, step: {X_i:.4f} nm")
print(f"M/A, step: {M / A:.4f} nm")
print(f"exponential excess, decay length {L:.1f} nm, same A:")
print(f"  M = {M_exp:.3f} nm^2 (numerical {M_exp_num:.3f})")
print(f"  extrapolated thickness = {X_i_exp:.4f} nm")
print(f"k_eff of reaction-limited twin = {k_eff:.1f} nm/s")
print("X (nm) | time (s) | layer rate | twin rate (nm/s)")
for x in (0.2, 0.5, 1.0, 2.0, 5.0, 10.0, 49.0, 200.0, 500.0):
    print(f"{x:6.1f} | {growth_time(x, rate_step):10.3f} | "
          f"{rate_step(x):.5f} | {rate_twin(x):.5f}")
print(f"At X = {X_ref:.0f} nm, concentrations over C_star:")
print(f"  outer edge of interface layer: {c_edge:.4f}")
print(f"  at the interface of the twin: {c_twin:.4f}")
print(f"  inner edge of layer put at outer surface: {c_edge_out:.4f}")
print(f"D_i/L = {D_b / r / L:.3g} nm/s; finite k = {k_fin:.3g} nm/s")
print(f"  A with finite k = {A_k:.3f} nm")
print(f"  rate as X -> 0 with finite k = {cap:.4f} nm/s")
print(f"T = {T0:.0f} K, E_B = {E_B:.2f} eV, Delta E = {dE:.4f} eV")
print(f"activation energy of B/A, formula: {E_lin:.4f} eV")
print(f"activation energy of B/A, numerical: {E_lin_num:.4f} eV")
print(f"layer width {frac:.1f} X: parabolic constant "
      f"{B_growing(5.0):.4f} nm^2/s")
print(f"1/z tail, strength {tail:.0f}, offset {L:.1f} nm:")
print(f"  local A at 100 nm = {A_100:.1f} nm")
print(f"  local A at 1000 nm = {A_1000:.1f} nm")
print(f"moving boundary: r = {r_m:.0f}, X from {X_a} to {X_z} lengths")
print(f"  excess time at C_star/N = {e1}: {100 * d1:.3f} %")
print(f"  excess time at C_star/N = {e2}: {100 * d2:.3f} %")
print("ALL CHECKS PASSED")
```

It prints:

```
D_b = 5e+05 nm^2/s, r = 50, L = 1.0 nm
D_i = 1e+04 nm^2/s
C_star = 5e+16 cm^-3, N = 2e+22 cm^-3
C_star/N = 2.50e-06
B = 2.5000 nm^2/s = 0.00900 um^2/h
A = 98.000 nm, A/2 = 49.000 nm
B/A = 0.02551 nm/s = 0.09184 um/h
A from line through numerical rates = 98.00000 nm
B from line through numerical rates = 2.500000 nm^2/s
M = 49.000 nm^2, tau = 19.600 s
time to reach X = L: 20.000 s
extrapolated thickness at t=0, step: 0.4975 nm
M/A, step: 0.5000 nm
exponential excess, decay length 1.0 nm, same A:
  M = 98.000 nm^2 (numerical 98.012)
  extrapolated thickness = 0.9900 nm
k_eff of reaction-limited twin = 10204.1 nm/s
X (nm) | time (s) | layer rate | twin rate (nm/s)
   0.2 |      0.800 | 0.12500 | 0.02541
   0.5 |      5.000 | 0.05000 | 0.02525
   1.0 |     20.000 | 0.02500 | 0.02500
   2.0 |     60.400 | 0.02451 | 0.02451
   5.0 |    186.400 | 0.02315 | 0.02315
  10.0 |    412.400 | 0.02119 | 0.02119
  49.0 |   2861.600 | 0.01276 | 0.01276
 200.0 |  23820.400 | 0.00502 | 0.00502
 500.0 | 119580.400 | 0.00228 | 0.00228
At X = 10 nm, concentrations over C_star:
  outer edge of interface layer: 0.8475
  at the interface of the twin: 0.8305
  inner edge of layer put at outer surface: 0.1525
D_i/L = 1e+04 nm/s; finite k = 1e+05 nm/s
  A with finite k = 108.000 nm
  rate as X -> 0 with finite k = 0.2500 nm/s
T = 1300 K, E_B = 1.20 eV, Delta E = 0.4382 eV
activation energy of B/A, formula: 1.6472 eV
activation energy of B/A, numerical: 1.6472 eV
layer width 0.1 X: parabolic constant 0.4237 nm^2/s
1/z tail, strength 50, offset 1.0 nm:
  local A at 100 nm = 461.5 nm
  local A at 1000 nm = 690.9 nm
moving boundary: r = 10, X from 0.5 to 15.0 lengths
  excess time at C_star/N = 0.04: 1.657 %
  excess time at C_star/N = 0.02: 0.828 %
ALL CHECKS PASSED
```
